# Why second-order perturbation theory diverges in the electron gas, and how rings cure it

## Definitions and conventions

$N$ electrons with equal numbers of both spins occupy a volume $V$ with a uniform neutralising background, at zero temperature and without relativity. In Gaussian units the interaction is

$$H_1=\frac{1}{2V}\sum_{q\neq0}v_q\sum_{k_1k_2s_1s_2}c^\dagger_{k_1+q,s_1}c^\dagger_{k_2-q,s_2}c_{k_2s_2}c_{k_1s_1},\qquad v_q=\frac{4\pi e^2}{q^2}.$$

The background removes $q=0$. The unperturbed state is the filled Fermi sphere, with $N/V=k_F^3/3\pi^2$ and $v_F=\hbar k_F/m$. The energy unit is the hartree, $E_h=me^4/\hbar^2$, and the Bohr radius is $a_0=\hbar^2/me^2$. The density parameter $r_s$ is the radius, in units of $a_0$, of a sphere holding one electron, so $k_Fa_0=(9\pi/4)^{1/3}/r_s$. The Thomas-Fermi wave vector is defined by

$$q_{TF}^2=\frac{4me^2k_F}{\pi\hbar^2}=\frac{4k_F}{\pi a_0}.$$

## Contribution 1: direct second order

Second order gives $-\sum_n|\langle n|H_1|0\rangle|^2/(E_n-E_0)$. In each state $n$ two electrons have left the sphere, $k_1\to k_1+q$ and $k_2\to k_2-q$. For equal spins the amplitude is $(v_q-v_{q'})/V$, where $q'=k_2-q-k_1$ is the transfer with the final states swapped. For opposite spins it is $v_q/V$.

The squares $v_q^2$ form the direct term. A sum over ordered initial pairs and all $q$ counts each square twice, hence a factor $\tfrac12$; the spins give a factor 4. With $k=k_1$ and $p=-k_2$,

$$E_{dir}=-\frac{2}{V^2}\sum_q v_q^2\sum_{k,p}\frac{1}{w_k+w_p},\qquad w_k=\frac{\hbar^2}{m}\Big(k\cdot q+\frac{q^2}{2}\Big).$$

Here $k,p$ lie inside the sphere and $k+q,\,p+q$ outside.

For $q\ll k_F$, let $x$ be the cosine of the angle between $k$ and $q$. The electron can leave the sphere only from a shell of thickness $qx$, with $x>0$, and the cost is $w_k=\hbar^2k_Fqx/m$. Therefore

$$\sum_k\to\frac{V}{(2\pi)^3}\,2\pi k_F^2\int_0^1 qx\,dx=\frac{Vk_F^2q}{4\pi^2}\int_0^1x\,dx .$$

Using this for both electrons,

$$\sum_{k,p}\frac1{w_k+w_p}=\Big(\frac{Vk_F^2q}{4\pi^2}\Big)^2\frac{m}{\hbar^2k_Fq}\,I=\frac{V^2mk_F^3}{16\pi^4\hbar^2}\,I\,q,\qquad I=\int_0^1\!\!\int_0^1\frac{xy}{x+y}\,dx\,dy .$$

The $y$ integral is $x-x^2\ln\frac{1+x}{x}$. Since $\int_0^1x^2\ln(1+x)dx=\frac23\ln2-\frac5{18}$ and $\int_0^1x^2\ln x\,dx=-\frac19$,

$$I=\tfrac12-\big(\tfrac23\ln2-\tfrac5{18}+\tfrac19\big)=\tfrac23(1-\ln2)=0.2046 .$$

Now use $\sum_q\to V\int q^2dq/2\pi^2$ and $v_q^2=16\pi^2e^4/q^4$, and divide by $N=Vk_F^3/3\pi^2$:

$$\boxed{\frac{dE_{dir}}{N}=-A\,E_h\frac{dq}{q},\qquad A=\frac{3I}{\pi^2}=\frac{2(1-\ln2)}{\pi^2}=0.0622}$$

The powers of $q$ are $q^2$ from the volume element, $q^{-4}$ from two Coulomb factors and $q$ from the pairs. The last comes from two shells, each proportional to $q$, divided by an energy proportional to $q$. The Pauli principle thus weakens the singularity, but not enough.

At general $q$ write the integrand as $-AE_hf\,dq/q$, with $f\to1$ at small $q$. At large $q$ every $k$ and $p$ is allowed and the denominator grows as $q^2$, so the integrand falls as $q^2q^{-4}q^{-2}=q^{-4}$. The trouble lies at long wavelengths alone. Stopping the integral at $q/k_F=0.1,\,0.01,\,0.001$ gives $-0.169,\,-0.312,\,-0.455$ hartree per electron. Each decade costs $A\ln10=0.143$ hartree.

## Contribution 2: second-order exchange

The cross terms $-2v_qv_{q'}$ occur for equal spins only. They have the opposite sign to the direct term and half its prefactor, with one $v_q$ replaced by $v_{|k+p+q|}$. At small $q$ the exchange-to-direct ratio is therefore $-\frac12q^2/|k+p|^2$, averaged over the allowed pairs.

On the Fermi surface $|k+p|^2=k_F^2(a+b\cos\phi)$, with $a=2+2xy$ and $b=2\sqrt{(1-x^2)(1-y^2)}$. The average of $1/(a+b\cos\phi)$ over $\phi$ is $1/\sqrt{a^2-b^2}$, and $a^2-b^2=4(x+y)^2$. Thus $1/|k+p|^2$ averages to $1/[2k_F^2(x+y)]$. The remaining integral is

$$\int_0^1\!\!\int_0^1\frac{xy}{(x+y)^2}dxdy=\int_0^1\Big[x\ln\frac{1+x}{x}-\frac{x}{1+x}\Big]dx=\tfrac12-(1-\ln2)=\ln2-\tfrac12 .$$

The ratio is $-\frac{\ln2-1/2}{4I}\,q^2/k_F^2=-0.236\,q^2/k_F^2$. Exchange has an integrand proportional to $q\,dq$ and no logarithm, so it cannot cancel the divergence.

## Contribution 3: the rings

In a ring term of order $n$ the same momentum $q$ passes through $n$ interactions, giving $v_q^n$. These terms can be summed by treating each excitation $i=(k,s)$, of energy $\hbar\omega_i=w_k$, as an oscillator coupled to the others through the density. This is the random-phase approximation: it ignores exchange and the exclusion principle between different pairs.

The density component is $\rho_q=\sum_i(b_{i,q}+b^\dagger_{i,-q})$. Put $b_{i,\pm q}=(c_i\pm id_i)/\sqrt2$. The interaction of the pair $\pm q$, $(v_q/V)\rho_q^\dagger\rho_q$, then splits into two identical independent parts, one for each $q$:

$$H_q=\sum_i\hbar\omega_ic_i^\dagger c_i+\frac{\lambda}{2}\Big[\sum_i(c_i+c_i^\dagger)\Big]^2,\qquad \lambda=\frac{v_q}{V}.$$

With unit-mass coordinates $\xi_i$, $c_i+c_i^\dagger=\sqrt{2\omega_i/\hbar}\,\xi_i$. The squared normal frequencies $\Omega^2$ are the eigenvalues of

$$D_{ij}=\omega_i^2\delta_{ij}+\frac{2\lambda}{\hbar}\sqrt{\omega_i\omega_j}.$$

The coupling matrix has rank one, so

$$\prod_i\frac{\Omega_i^2+u^2}{\omega_i^2+u^2}=1+X,\qquad X=\frac{2\lambda}{\hbar}\sum_i\frac{\omega_i}{\omega_i^2+u^2}.$$

Next, $\int_{-\infty}^{\infty}\frac{du}{2\pi}\ln\frac{\Omega^2+u^2}{\omega^2+u^2}=\Omega-\omega$: both sides vanish at $\Omega=\omega$ and have $\Omega$-derivative 1. The zero-point shift $\frac\hbar2\sum_i(\Omega_i-\omega_i)$ is therefore $\frac\hbar2\int\frac{du}{2\pi}\ln(1+X)$. Its first-order part, $\lambda/2$ per oscillator, equals $\frac\hbar2\int\frac{du}{2\pi}X$. It belongs to the first-order energy and is removed:

$$E_{ring}=\frac\hbar2\sum_q\int_{-\infty}^{\infty}\frac{du}{2\pi}\,[\ln(1+X)-X].$$

The leading term, $-X^2/2$, must be $E_{dir}$. Indeed $\int\frac{du}{2\pi}\frac{\omega\omega'}{(\omega^2+u^2)(\omega'^2+u^2)}=\frac1{2(\omega+\omega')}$ gives $-\frac{\lambda^2}{2}\sum_{ij}\frac{1}{\hbar(\omega_i+\omega_j)}$, and the spin factor 4 restores the earlier formula.

At small $q$ the shell sum, with two spins and $y=u/(v_Fq)$, gives

$$X=\frac{v_qk_F^2}{\pi^2\hbar v_F}\int_0^1\frac{x^2dx}{x^2+y^2}=\frac{q_{TF}^2}{q^2}R(y),\qquad R(y)=1-y\arctan\frac1y .$$

This is where $q_{TF}$ enters: at zero frequency $R=1$, and in this small-$q$ form $X$ passes 1 at $q=q_{TF}$. When $q_{TF}$ is not small against $k_F$ the crossing lies somewhat lower, at $0.95\,q_{TF}$ for $r_s=2$.

Since $du=v_Fq\,dy$, ring order $n$ has the integrand $q^2\cdot q\cdot q^{-2n}=q^{3-2n}$. Each higher ring diverges more strongly than the last. With weight $R^2$ the mean of $R$ is 0.651, so the ratio of third to second order is $-\frac23(0.651)(q_{TF}/q)^2$, or $-43$ at $q=0.1\,q_{TF}$. The divergence signals an expansion in $X$ where $X$ is large; the unexpanded logarithm is well behaved.

## The integrand below the Thomas-Fermi wave vector

Write the ring integrand per electron as $-AE_h\,g\,dq/q$, and let $z=q/q_{TF}$. Replacing $X^2/2$ by $X-\ln(1+X)$ gives, for $q\ll k_F$,

$$g=\frac{2z^4}{J}\int_{-\infty}^\infty\Big[\frac{R}{z^2}-\ln\Big(1+\frac R{z^2}\Big)\Big]dy,\qquad J=\int_{-\infty}^\infty R^2dy=\pi I .$$

For $z\ll1$ two pieces matter.

- **The subtracted first-order part.** From the integral form of $R$, $\int R\,dy=\int_0^1\pi x\,dx=\pi/2$. This contributes $\pi z^2/J=z^2/I$.
- **The plasmon.** The logarithm is dominated by large $y$, where $R\approx1/3y^2$. Then $\int\ln(1+1/3z^2y^2)\,dy=2\pi/(\sqrt3z)$, which contributes $-4\pi z^3/(\sqrt3J)$. In terms of $u$, $X=\omega_p^2/u^2$ with $\omega_p^2=v_F^2q_{TF}^2/3=4\pi Ne^2/(mV)$, and each $q$ carries the zero-point energy $\hbar\omega_p/2$.

Thus $g\approx(z^2/I)(1-4z/\sqrt3)$, and the integrand $g/q$ vanishes in proportion to $q$.

## Where the cutoff lies

The crossover is smooth, but an equivalent sharp cutoff $q_c$ can be found when $q_{TF}\ll k_F$. Fix $y$, set $a=q_{TF}^2R$, and integrate up to $Q$ with $q_{TF}\ll Q\ll k_F$. With $s=q^2$ and $S=Q^2$, integration by parts gives

$$\frac12\int_0^S\Big[s\ln\Big(1+\frac as\Big)-a\Big]ds=\frac12\Big[\frac{S^2}2\ln\Big(1+\frac aS\Big)+\frac a2\Big(S-a\ln\frac{S+a}{a}\Big)-aS\Big].$$

For $S\gg a$ the first term in the bracket is $aS/2-a^2/4$. The terms in $aS$ cancel, leaving $-\frac{a^2}2\big[\ln\frac{Q}{\sqrt a}+\frac14\big]$. Second order cut at $q_c$ would give $-\frac{a^2}{2}\ln\frac Q{q_c}$. Equating the two after integration over $y$, where $a^2$ supplies the weight $R^2$,

$$\ln\frac{q_c}{q_{TF}}=\tfrac12\langle\ln R\rangle-\tfrac14=\tfrac12(-0.551)-0.25,\qquad q_c=0.59\,q_{TF}.$$

A cruder cure replaces one $v_q$ in second order by the statically screened $v_q/(1+q_{TF}^2/q^2)$. The integrand becomes $q\,dq/(q^2+q_{TF}^2)$, whose integral tends to $\ln(Q/q_{TF})$. It has the right logarithm, but its cutoff is $q_{TF}$ itself.

Let $\delta=0.413$ be what remains of $\int f\,dq/q$ after $\ln(k_F/q_{min})$ is subtracted, as the lower limit $q_{min}\to0$. At high density

$$\frac{E_{ring}}N\to-AE_h\Big[\ln\frac{k_F}{q_c}+\delta\Big]=\Big(\frac A2\ln r_s-0.0711\Big)E_h,$$

because $q_{TF}/k_F\propto\sqrt{r_s}$. The divergence has become a logarithm of the density.

## Weighing the contributions at $r_s=0.1$

Here $k_F=19.19/a_0$ and $q_{TF}/k_F=\sqrt{4/(19.19\pi)}=0.258$. The speed ratio is $v_F/c=0.14$. With the Coulomb interaction kept, relativistic kinematics changes the ring energy by only about 0.3%, so the non-relativistic model is adequate for this term. It is not adequate for the total energy at this accuracy: the kinetic energy alone shifts by $-0.38$ hartree per electron, more than the ring energy itself.

| $q/q_{TF}$ | $f$ (second order) | $g$ (rings) |
|---|---|---|
| 0.1 | 1.000 | 0.039 |
| 0.3 | 0.999 | 0.225 |
| 1 | 0.987 | 0.708 |
| 3 | 0.881 | 0.843 |
| 10 | 0.136 | 0.136 |

Rings remove most of the integrand well below $q_{TF}$ and hardly change it well above. The cutoff formula uses $q_c/k_F=0.591\times0.258=0.152$:

$$-0.0622\,[\ln(1/0.152)+0.413]=-0.143\ \text{hartree}.$$

The full ring integral is $-0.144$ hartree, or $-3.92$ eV, per electron. Second order cut at $q_{TF}$ gives $-0.110$ hartree: the right size, but 23% smaller in magnitude than the ring energy.

The logarithmic law was derived for a wide interval between $q_{TF}$ and $k_F$, and it degrades as the interval closes: it is within 1% of the ring value at $r_s=0.1$ and within 10% at $r_s=1$, where $q_{TF}/k_F=0.81$. At $r_s=2$, a metallic density, $q_{TF}/k_F=1.15$ and there is none. The law gives $-0.050$ hartree against the ring value $-0.062$; at $r_s=5$ it gives about half the ring value. The ring sum itself stays finite.

The ring energy is not the full correlation energy. It omits second-order exchange, which in hartree is a number independent of $r_s$ (scaling all momenta by $k_F$ removes the density; integrating it gives $+0.0242$ hartree per electron, 17% of the ring energy at $r_s=0.1$), and all higher terms that are not rings. The numerical check checks the prefactor $A$, the ring logarithm and the cutoff numerically.

## Table of computed values

```
angular pair integral = 0.20457
A = 0.06218 hartree; A/2 = 0.03109 hartree
numerical slope dE/d(ln rs), rs 1e-4 to 1e-3 = 0.03108 hartree
exchange/direct integrand at small q = -0.2360 (q/kF)^2
box test: lattice/formula = 1.0020
boson test: diagonalised -0.236833, logarithm -0.236833
mean R = 0.6509; mean ln R = -0.5507 (weight R^2)
third/second ring order at q = 0.1 qTF: -43.39
sharp cutoff qc/qTF = 0.5914
ring integrand is half of A/q at q/qTF = 0.6022
large-q remainder delta = 0.4129
log law constant (value at rs=1) = -0.07110 hartree
Example rs = 0.1
kF = 19.192 per bohr; qTF = 4.943 per bohr
qTF/kF = 0.2576; vF/c = 0.140
q/qTF, q/kF, f (second order), g (rings):
   0.01 0.00258 1.0000 0.00048
   0.10 0.02576 0.9999 0.03888
   0.30 0.07727 0.9988 0.22541
   1.00 0.25757 0.9865 0.70797
   3.00 0.77272 0.8808 0.84316
  10.00 2.57573 0.1364 0.13621
second-order direct energy with lower limit qmin/kF (hartree):
  0.1000 -0.1689
  0.0100 -0.3120
  0.0010 -0.4552
  0.0001 -0.5984
energy step per decade, A ln 10 = 0.1432 hartree
second order cut at qTF = -0.1104 hartree
second order cut at qc = -0.1428 hartree
ring energy = -0.1440 hartree = -3.920 eV per electron
rs, qTF/kF, ring energy, log law (hartree):
   0.0001 0.0081 -0.3575 -0.3575
   0.0100 0.0815 -0.2145 -0.2143
   0.1000 0.2576 -0.1440 -0.1427
   1.0000 0.8145 -0.0788 -0.0711
   2.0000 1.1519 -0.0618 -0.0495
   5.0000 1.8213 -0.0425 -0.0211
```
